\section*{Peak Cohesive Traction of a Metal-Liner Interface from the Rose Curve}

\section{An energy, a force and a missing length}

\textbf{Q.} You have an adhesion energy for a metal film on its liner, so many joules per square metre, and you want the largest stress the interface can carry. An energy per area is not a stress. How can one give the other?

\textbf{A.} By itself it cannot. Take a flat interface and pull the two blocks apart along the normal, uniformly over the area. Let $d$ be the opening beyond the equilibrium gap, and $E(d)$ the energy per area, with its zero at infinite separation. For now the blocks are rigid, there are no defects, and thermal motion is left out. Under a tensile traction $\sigma$, counted positive, the energy per area of interface plus load is $E(d)-\sigma d$. Equilibrium makes this stationary in $d$, so
\begin{equation}
\sigma(d)=\frac{dE}{dd}.
\label{eq:traction}
\end{equation}
Let $W$ be the work of separation, so that $E(0)=-W$. Integrating the traction gives
\begin{equation}
\int_0^\infty \sigma\,dd=E(\infty)-E(0)=0-(-W)=W .
\label{eq:area}
\end{equation}
The adhesion energy is thus the area under the traction curve. A given area can be tall and narrow or low and wide, so its height follows once we know a width and a shape.

\textbf{Q.} Is $W$ the usual adhesion energy, the two surface energies minus the interface energy?

\textbf{A.} It is if the surface energies belong to the surfaces left by this separation. Rigid blocks leave unrelaxed surfaces. Relaxation can only lower their energy, so the rigid work is at least as large as the work with relaxed surfaces. Whichever is chosen, $W$ and the width must come from the same separation curve.

\section{Fixing the width}

\textbf{Q.} Then what is the width? A ``characteristic length'' sounds like a free parameter.

\textbf{A.} The curvature at equilibrium fixes it. Write the energy in scaled form,
\begin{equation}
E(d)=W\,F(a),\qquad a=\frac{d}{l},
\label{eq:scaled}
\end{equation}
and require $F(0)=-1$, $F'(0)=0$ and $F''(0)=1$. The first condition sets the depth, the second says that $d=0$ is the equilibrium, and the third defines $l$. Each derivative with respect to $d$ brings a factor $1/l$, so the interface stiffness per area is
\begin{equation}
k\equiv E''(0)=\frac{W}{l^2}F''(0)=\frac{W}{l^2}
\quad\Longrightarrow\quad l=\sqrt{\frac{W}{k}} .
\label{eq:length}
\end{equation}

If the gap $d_0$ is treated as a thin elastic layer of modulus $C$, an opening $d$ is a strain $d/d_0$ and the stress is $Cd/d_0$. Hence $k=C/d_0$. This is a way to estimate $k$; the definition remains the curvature.

\textbf{Q.} And the shape $F$?

\textbf{A.} Here the Rose universal binding curve enters:
\begin{equation}
F(a)=-(1+a)e^{-a}.
\label{eq:rose}
\end{equation}
It is an empirical scaling law, and I do not derive it. I can check that it meets the three conditions. By the product rule,
\begin{align}
F'(a)&=-e^{-a}+(1+a)e^{-a}=a\,e^{-a},\\
F''(a)&=e^{-a}-a\,e^{-a}=(1-a)e^{-a},
\end{align}
so $F(0)=-1$, $F'(0)=0$ and $F''(0)=1$, as required.

The exponential tail limits its use. Pair attractions falling as $r^{-6}$, summed over two half spaces, leave an energy per area proportional to $d^{-2}$ at large gaps: three integrations across relative position and one more over depth raise the power by four. If such a tail carries a sizeable part of $W$, the form misses it at large gaps, and the estimate of the peak needs a separate check.

\section{The largest traction}

\textbf{Q.} Granting the form, where is the maximum, and how do you know there is no second one?

\textbf{A.} From \eqref{eq:traction} and \eqref{eq:scaled}, $\sigma=(W/l)F'(a)$, so
\begin{equation}
\sigma(d)=\frac{W}{l}\,\frac{d}{l}\,e^{-d/l}
=\frac{W d}{l^2}e^{-d/l}.
\label{eq:law}
\end{equation}
Its slope is
\begin{equation}
\frac{d\sigma}{dd}=\frac{W}{l^2}F''(a)
=\frac{W}{l^2}\left(1-\frac dl\right)e^{-d/l}.
\label{eq:slope}
\end{equation}
The exponential and the prefactor are positive. The slope is therefore positive for $d<l$, zero at $d=l$ and negative for $d>l$. There is a single maximum, at $d=l$, and inserting that opening in \eqref{eq:law} gives
\begin{equation}
\boxed{\;\sigma_{\max}=\frac{W}{e\,l}=\frac{\sqrt{Wk}}{e}\;}
\label{eq:peak}
\end{equation}
where the second form uses $1/l=\sqrt{k/W}$.

\textbf{Q.} Why is it smaller than the obvious estimate $W/l$?

\textbf{A.} For small openings \eqref{eq:law} becomes $\sigma\simeq Wd/l^2=kd$. Extending this straight line to $d=l$ would give $W/l$. The bonds soften on the way, and at $d=l$ the factor $e^{-d/l}$ has fallen to $1/e$.

\textbf{Q.} Put numbers in.

\textbf{A.} Take round model parameters, not meant for a particular pair of materials: $W=2\,\mathrm{J/m^2}$, $l=0.05$~nm and $d_0=0.25$~nm. Since $1\,\mathrm{J/m^2}=1\,\mathrm{GPa\,nm}$,
\begin{align}
k&=\frac{2\ \mathrm{GPa\,nm}}{(0.05\ \mathrm{nm})^2}=800\ \mathrm{GPa/nm},\\
C&=kd_0=800\times0.25\ \mathrm{GPa}=200\ \mathrm{GPa},\\
\sigma_{\max}&=\frac{2\ \mathrm{GPa\,nm}}{e\times0.05\ \mathrm{nm}}
=14.7\ \mathrm{GPa}=0.092\ \mathrm{eV/\text{\AA}^3}.
\end{align}
At $d=l/2$, $2l$ and $4l$ the traction is 12.1, 10.8 and 2.9~GPa. The fall beyond the peak is slower than the rise before it.

\textbf{Q.} So most of the work is already done when the peak is reached?

\textbf{A.} No. The work up to the peak is
\begin{equation}
E(l)-E(0)=-\frac{2W}{e}+W=W\left(1-\frac2e\right),
\end{equation}
which is 26\% of $W$, or $0.53\,\mathrm{J/m^2}$ here. The remaining 74\% is spent while the traction falls.

\textbf{Q.} If a better liner doubles the adhesion energy, does the strength double?

\textbf{A.} That depends on what else changes. At fixed $l$ it doubles, because $\sigma_{\max}\propto W$; by \eqref{eq:length} the stiffness must then double too. At fixed $k$ the length grows as $\sqrt W$, and the strength rises by a factor $\sqrt2$. In general, taking the logarithm of $\sqrt{Wk}/e$ and differentiating,
\begin{equation}
\frac{\delta\sigma_{\max}}{\sigma_{\max}}
=\frac12\frac{\delta W}{W}+\frac12\frac{\delta k}{k}
\end{equation}
for small changes. Adhesion energy alone does not rank interfaces by peak traction.

\section{How far to trust the factor \texorpdfstring{$1/e$}{1/e}}

\textbf{Q.} You said the shape is empirical. Perhaps the depth and curvature settle the peak anyway, and the shape hardly matters.

\textbf{A.} They do not settle it. For any $F$ with the same three conditions,
\begin{equation}
\sigma_{\max}=s\,\frac Wl,\qquad s=\max_a F'(a),
\end{equation}
and $s$ depends on the shape. Consider a Morse curve, $F=(1-e^{-ca})^2-1$. Its derivative is
\begin{equation}
F'(a)=2c\,e^{-ca}\left(1-e^{-ca}\right).
\end{equation}
Near $a=0$ the bracket is $ca$, so $F'\simeq2c^2a$ and $F''(0)=2c^2$. Setting this to one gives $c=1/\sqrt2$. With $u=e^{-ca}$, the product $u(1-u)$ is largest at $u=1/2$, where it equals $1/4$. Hence
\begin{equation}
s_{\mathrm{Morse}}=\frac{2c}{4}=\frac{1}{2\sqrt2}=0.354,
\end{equation}
against $1/e=0.368$ for the Rose form.

A cubic term changes more. Let $F=-P(a)e^{-a}$ with $P=1+a+0.05a^3$. Then
\begin{equation}
F'=(P-P')e^{-a}=\left(a-0.15a^2+0.05a^3\right)e^{-a}.
\end{equation}
The leading term is still $a$, so $F''(0)=1$, but the numerical maximum is $s=0.332$. With the same $W$ and $k$, the three shapes give 14.7, 14.1 and 13.3~GPa. The last two lie 4\% and 10\% below the Rose value. These are three examples, and they do not bound what other shapes may give.

\textbf{Q.} You compare one assumed curve with another. Does the formula work for an energy that comes from atoms?

\textbf{A.} It was tested on a simple atomic model. Two rigid half crystals with close-packed layers attract across the gap through Morse pairs,
\begin{equation}
V(r)=\varepsilon\left[e^{-2\beta(r-r_0)}-2e^{-\beta(r-r_0)}\right].
\end{equation}
Pairs inside one block keep their distances and drop out. The nearest-neighbour distance inside each block is set to $r_0$, and the fcc stacking continues across the gap. The equilibrium gap, $W$, $k$ and the true peak all come from the lattice sum. The ratio of the true peak to $\sqrt{Wk}/e$ is 1.017, 1.007 and 1.001 for $\beta r_0=5$, 6 and 7. For these three values of $\beta r_0$ the true peak lies within 2\% of the estimate. This closeness belongs to the close-packed face: a (100) face at the relaxed bulk spacing lies 4 to 7\% above the estimate for the same three values, and softer pairs deviate more.

\textbf{Q.} That is odd. The atoms interact by Morse pairs, and the Morse shape should put the peak 4\% below the Rose estimate.

\textbf{A.} The bonds are oblique. Keep the three nearest neighbours across the gap. A bond with fixed lateral offset $\rho$ has $r=\sqrt{z^2+\rho^2}$, so its normal force is $V'(r)\,z/r$. Let $c_0$ be $z/r$ at equilibrium, where $r=r_0$ and $V'=0$. With $V''(r_0)=2\beta^2\varepsilon$,
\begin{equation}
W=3\varepsilon,\qquad k=3\times2\beta^2\varepsilon\,c_0^2,\qquad
\frac{\sqrt{Wk}}{e}=\frac{3\sqrt2\,\beta\varepsilon c_0}{e}
\end{equation}
per surface atom. The bond force $V'$ peaks at $\beta\varepsilon/2$, when the stretch is $(\ln2)/\beta$. Let $z/r=c_p$ there. The normal traction at that point is $3\beta\varepsilon c_p/2$, and its maximum is at least this large, so
\begin{equation}
\frac{\sigma_{\max}}{\sqrt{Wk}/e}\;\ge\;\frac{e}{2\sqrt2}\,\frac{c_p}{c_0}.
\end{equation}
The first factor is 0.96, the Morse deficit. The second exceeds one, because a bond turns towards the normal as the gap opens. The two effects oppose each other. As $\beta r_0$ grows, the stretch at the peak shrinks relative to $r_0$, $c_p$ approaches $c_0$, and the nearest-neighbour ratio tends to 0.96. The near agreement is therefore partly a cancellation, and the value close to one at $\beta r_0=7$ is not a limit. More distant neighbours also contribute to the printed ratios; their share was not separated.

\section{When the film stretches}

\textbf{Q.} Real blocks are not rigid. If I let the film relax while I pull, the curve changes. Does the interface become weaker?

\textbf{A.} Not if the film merely stretches in series with the interface, so that the interface energy still depends on $d$ alone. The peak traction is then unchanged, but the length you read from the curve is not. Relaxation that alters the bonds across the interface can shift the peak itself, and is left out here. Put a film of thickness $h$ and uniaxial-strain modulus $M$ in series with the interface, and keep the liner side rigid. The film stiffness per area is $K=M/h$. If its outer face moves by $\Delta$, the film stretches by $\Delta-d$, and the energy is
\begin{equation}
U(d;\Delta)=E(d)+\tfrac12K(\Delta-d)^2 .
\end{equation}
Setting $\partial U/\partial d=0$ gives $\sigma(d)=K(\Delta-d)$: film and interface carry the same traction. Solving for the displacement,
\begin{equation}
\Delta=d+\frac{\sigma(d)}{K}.
\label{eq:total}
\end{equation}
The function $\sigma(d)$ is untouched, so its maximum is still \eqref{eq:peak}. For small loads $d=\sigma/k$, hence
\begin{equation}
\Delta=\sigma\left(\frac1k+\frac1K\right),\qquad
k_{\mathrm{tot}}=\frac{\sigma}{\Delta}=\frac{kK}{k+K}.
\end{equation}
If this stiffness is put into \eqref{eq:length}, the apparent length is
\begin{equation}
l_{\mathrm{app}}=\sqrt{\frac{W}{k_{\mathrm{tot}}}}
=\sqrt{\frac Wk\,\frac{k+K}{K}}=l\sqrt{1+\frac kK}.
\end{equation}

For $M=200$~GPa and $h=1$~nm, $K=200$~GPa/nm and $k/K=4$. The total stiffness is $800\times200/1000=160$~GPa/nm, and $l_{\mathrm{app}}=0.05\sqrt5=0.112$~nm. The formula would then give 6.6~GPa, which is 55\% below the true peak of 14.7~GPa. That peak occurs at $\Delta=0.05+14.7/200=0.124$~nm.

A stiff film, $K\gg k$, gives back $l_{\mathrm{app}}=l$. For a thick film, $K\ll k$, the apparent length grows as $\sqrt h$ and the false estimate falls as $1/\sqrt h$, although the interface is the same.

\textbf{Q.} At 14.7~GPa your film is strained by 7\%. Is it still linear?

\textbf{A.} Probably not. A nonlinear film would replace $\sigma/K$ in \eqref{eq:total} by another function of $\sigma$. This changes $\Delta$ but not the maximum of $\sigma(d)$, provided that the film can carry this traction. If it breaks first, the interface never reaches its peak. Yielding alone need not prevent it: in a film that cannot contract sideways, yielding limits the difference between the normal and in-plane stresses, not the normal traction itself. The stress is then close to hydrostatic tension, however, and in continuum plasticity an existing void grows without limit at a few times the yield stress, which can end the loading well below 14.7~GPa.

\section{The sudden opening}

\textbf{Q.} In a soft system the interface will snap open. Perhaps it snaps before the peak, and your maximum is never reached.

\textbf{A.} Let us find where it snaps when $\Delta$ is raised slowly. From \eqref{eq:total},
\begin{equation}
\frac{d\Delta}{dd}=1+\frac{\sigma'(d)}{K}.
\end{equation}
The closed state ends where this vanishes, at $\sigma'=-K$. There $\partial^2U/\partial d^2=\sigma'+K$ is also zero, so the energy minimum disappears. By \eqref{eq:slope}, a negative slope requires $d>l$. The snap therefore comes after the peak.

It occurs only if the softening is steep enough. Since $W/l^2=k$,
\begin{equation}
\sigma'=k(1-a)e^{-a},\qquad
\frac{d\sigma'}{da}=k(a-2)e^{-a},
\end{equation}
and the steepest descent is at $a=2$, where $\sigma'=-k/e^2$. For $K>k/e^2$, $\Delta$ rises steadily with $d$ and each $\Delta$ has one equilibrium. For $K<k/e^2$ there is a range of $\Delta$ with three, the middle one unstable. With $K=M/h$ and $k=W/l^2$, the condition for a snap is
\begin{equation}
\frac Mh<\frac{W}{e^2l^2}\quad\Longleftrightarrow\quad
h>h_c=\frac{Me^2l^2}{W}.
\end{equation}
Here $h_c=200\,e^2\times0.0025/2=1.85$~nm. A count of the equilibria finds at most one at $0.8h_c$ and three at $1.2h_c$. For a film of 4~nm, which does snap, the largest traction on the closed branch is again 14.7~GPa. All this is for uniform opening. A wavy opening can meet a film stiffness below $M/h$, about 7\% below for an isotropic film with Poisson ratio 0.34 and a clamped outer face, so the uniform state can lose stability at a smaller thickness. That stiffness is still positive, so the instability still comes after the peak.

In the limit $h\to\infty$, $K$ tends to zero and the snap moves back to $d=l$. This is loading by a fixed traction, for which the interface fails at the peak itself.

\textbf{Q.} A calculation that searches for the lowest energy at each $\Delta$ would not wait for that.

\textbf{A.} Correct: the open state can become lower while the closed one is still a local minimum. For $K\ll k$ the closed energy is about $-W+\frac12K\Delta^2$, since $k_{\mathrm{tot}}\simeq K$, and the open energy is about zero. They cross at $\Delta=\sqrt{2W/K}$, where the traction is
\begin{equation}
\sigma_{\mathrm{cross}}\simeq K\Delta=\sqrt{2WK}=\sqrt{\frac{2WM}{h}} .
\end{equation}
This decreases with thickness. It compares the elastic energy stored in the film with $W$, and it is not the peak of the cohesive law. With such a soft film, the peak is reached only by staying on the closed branch after it has ceased to be the lowest state, without thermal escape over the barrier.

\textbf{Q.} Then should I expect a patterned metal line to hold at 14.7~GPa?

\textbf{A.} No. The value is a local strength for uniform normal opening. A flaw or an edge concentrates stress, so the traction at one spot can reach the peak while the average load is far lower. Shear and plastic flow are also outside this derivation. The peak belongs in a model that resolves the opening point by point, as the height of its traction law, with $W$ as the area. The zone that softens ahead of a crack has a length of order $MW/\sigma_{\max}^2$, about 2~nm here up to a prefactor that can be well below one, and a mesh has to resolve this zone with several elements to represent the law. The three shapes above give 13 to 15~GPa for these parameters, but this is not an error bar: with the same $W$ and $k$, 12-6 pairs summed over two continuous half spaces give $s=0.257$, or 10.3~GPa, and a half-sine traction law gives $s=1/\sqrt2$, or 28~GPa. For a given interface the peak is best read from its own computed separation curve. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Work of separation W: 2.00 J/m^2
Characteristic length l: 0.050 nm
Equilibrium gap d0: 0.25 nm
Interface stiffness k: 800.0 GPa/nm
Interface modulus k*d0: 200.0 GPa
Opening at peak traction: 0.0500 nm
Peak traction: 14.715 GPa
Peak traction: 0.0918 eV/A^3
Traction at d = 0.5 l: 12.131 GPa
Traction at d = 2 l: 10.827 GPa
Traction at d = 4 l: 2.931 GPa
Integral of traction over all openings: 2.0000 J/m^2
Work done up to the peak: 0.5285 J/m^2
Fraction of W done up to the peak: 0.2642 (no unit)
Shape number s, Rose: 0.3679 (no unit)
  peak traction with this shape: 14.715 GPa
Shape number s, Morse: 0.3536 (no unit)
  peak traction with this shape: 14.142 GPa
Shape number s, Rose with cubic term: 0.3316 (no unit)
  peak traction with this shape: 13.266 GPa
Lattice peak / Rose estimate, Morse decay*r0 = 5: 1.0172 (no unit)
Lattice peak / Rose estimate, Morse decay*r0 = 6: 1.0066 (no unit)
Lattice peak / Rose estimate, Morse decay*r0 = 7: 1.0005 (no unit)
Film modulus M: 200.0 GPa
Thin film thickness: 1.0 nm
Thin film stiffness K: 200.0 GPa/nm
Initial stiffness of total curve: 160.0 GPa/nm
Total displacement at peak, thin film: 0.1236 nm
True peak with thin film in series: 14.715 GPa
Apparent length from total curve: 0.1118 nm
Peak wrongly estimated from that length: 6.581 GPa
Critical film thickness for a jump: 1.847 nm
Most equilibria at 0.8 critical thickness: 1 (count)
Most equilibria at 1.2 critical thickness: 3 (count)
Thick film thickness: 4.0 nm
Most equilibria with thick film: 3 (count)
Largest closed-branch traction, thick film: 14.715 GPa
\end{verbatim}
